# PBE pseudopotentials in PBE0: core-valence exchange estimate for silicon and gallium: a program that tests the result

```python
# PBE pseudopotential (PP) used in PBE0, spherical spin-unpolarized nonrelativistic atoms.
# D = eps(all-electron PBE0) - eps(PBE PP in PBE0).  Estimate under test: alpha*<W>,
# W = K_core - (vx[n] - vx[n_val]), alpha = 1/4, K = Fock operator, vx = PBE exchange potential.
# Bare first order: D = alpha*(<W> + ps), ps = <K_val - vx[n_val]>_AE - the same for pseudo orbitals.
# SCF runs: A all-electron, F frozen PBE core, M = F minus alpha*W, P pseudopotential, N = P with model core.
# Screening: d eps_i/d lam = -alpha d/df_i sum_j f_j <W>_j for H - lam*alpha*W;
#            d eps_i/d alpha = d(Ex_Fock - Ex_PBE)/df_i.   Orbital tuple: (l, f, R, dR/dr), u = r R.
import numpy as np
from numpy.polynomial import legendre as leg, Polynomial
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import logsumexp
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto, dft, scf as pscf
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
AL, RCC = 0.25, 1.2
deg, ng = 5, 8
brk = 0.02*(np.exp(np.log(2001.0)*np.arange(53)/52) - 1)
for x in (RCC, 1.85, 2.15, 2.45):
    brk[np.argmin(abs(brk-x))] = x
mid = 0.5*(brk[1:]+brk[:-1])
brk = np.sort(np.r_[brk, mid[(mid > 0.7) & (mid < 3.5)]])   # finer knots around the cutoff radii
nint = brk.size - 1
xg, wg = leg.leggauss(ng)
Q = np.array([leg.legval(xg, leg.legint(e, lbnd=-1)) for e in np.eye(ng)]).T @ np.linalg.inv(leg.legvander(xg, ng-1))
hh = np.diff(brk)/2
r = ((brk[:-1]+hh)[:, None] + hh[:, None]*xg).ravel()
w = (hh[:, None]*wg).ravel()
cum = np.zeros((r.size, r.size))
for i in range(nint):
    s = slice(i*ng, (i+1)*ng)
    cum[s, :i*ng] = w[:i*ng]
    cum[s, s] = Q*hh[i]
Gk = [cum*(r[None]**k/r[:, None]**(k+1)) + (w[None]-cum)*(r[:, None]**k/r[None]**(k+1)) for k in range(5)]
WG = [0.5*(w[:, None]*g + (w[:, None]*g).T) for g in Gk]
knots = np.r_[[0.0]*deg, brk, [brk[-1]]*deg]
nb = nint + deg
spl = BSpline(knots, np.eye(nb), deg)
B0, B1, B2 = spl(r), spl(r, 1), spl(r, 2)
rr = r[:, None]
sel = [slice(l+1, nb-1) for l in range(3)]
U = [B0[:, s] for s in sel]
P = [u/rr for u in U]
dP = [B1[:, s]/rr - B0[:, s]/rr**2 for s in sel]
d2P = [B2[:, s]/rr - 2*B1[:, s]/rr**2 + 2*B0[:, s]/rr**3 for s in sel]
loc = lambda l, v: U[l].T @ ((w*v)[:, None]*U[l])
S = [loc(l, np.ones_like(r)) for l in range(3)]
T = [0.5*B1[:, sel[l]].T @ (w[:, None]*B1[:, sel[l]]) + loc(l, l*(l+1)/(2*r**2)) for l in range(3)]
KW = {(a, b): sum(-0.5*float(wigner_3j(a, k, b, 0, 0, 0)**2)*WG[k] for k in range(abs(a-b), a+b+1, 2))
      for a in range(3) for b in range(3)}

def orbitals(coef, occ):
    return [(l, f, P[l] @ coef[l][:, j], dP[l] @ coef[l][:, j]) for l in sorted(occ) for j, f in enumerate(occ[l])]
def dens(orbs, extra=None):
    n = sum(o[1]*o[2]**2 for o in orbs)/(4*np.pi)
    dn = sum(2*o[1]*o[2]*o[3] for o in orbs)/(4*np.pi)
    return (n, dn) if extra is None else (n+extra[0], dn+extra[1])
def xc(code, n, dn, deriv=1):
    return libxc.eval_xc(code, np.array([n, 0*n, 0*n, dn]), spin=0, deriv=deriv)
def gga_mat(l, vr, vs, dn):
    b = P[l].T @ ((2*w*r*r*vs*dn)[:, None]*dP[l])
    return loc(l, vr) + b + b.T
def vxmat(l, n, dn):
    v = xc('PBE,', n, dn)[1]
    return gga_mat(l, v[0], v[1], dn)
def hartree(orbs):
    return Gk[0] @ sum(o[1]*(r*o[2])**2 for o in orbs)
def gammas(orbs):
    g = {}
    for l in set(o[0] for o in orbs):
        u = np.array([r*o[2] for o in orbs if o[0] == l])
        g[l] = (u.T*np.array([o[1] for o in orbs if o[0] == l])) @ u
    return g
def kgrid(l, gam):
    return sum(KW[l, b]*gam[b] for b in gam)
def kmat(l, gam):
    return U[l].T @ (kgrid(l, gam) @ U[l])
def ex_pbe(n, dn):
    n = np.maximum(n, 1e-30)
    kap, mu = 0.804, 0.06672455060314922*np.pi**2/3
    s2 = dn**2/(4*(3*np.pi**2)**(2/3)*n**(8/3))
    return np.sum(4*np.pi*w*r*r*(-0.75)*(3/np.pi)**(1/3)*n**(4/3)*(1+kap-kap/(1+mu*s2/kap)))
def hxc(ls, orbs, alpha, extra):
    n, dn = dens(orbs, extra)
    vx, vc, vh = xc('PBE,', n, dn)[1], xc(',PBE', n, dn)[1], hartree(orbs)
    return {l: gga_mat(l, vh+(1-alpha)*vx[0]+vc[0], (1-alpha)*vx[1]+vc[1], dn) for l in ls}
def space(H, l, cut):
    e, v = eigh(H, S[l])
    return e[e < cut], v[:, e < cut]

def scf(h0, X, occ, alpha, fro=(), extra=None, start=None, fprev=None, tol=1e-9):
    ls, fro = sorted(occ), list(fro)
    gf = gammas(fro) if (fro and alpha) else None
    kf = {l: kmat(l, gf) if gf else 0.0 for l in ls}
    vec = {l: np.eye(X[l].shape[1]) if start is None else start['vec'][l] for l in ls}
    hist = []
    for it in range(60):
        act = orbitals({l: X[l] @ vec[l][:, :len(occ[l])] for l in ls}, occ)
        V = hxc(ls, act+fro, alpha, extra)
        gam = gammas(act) if alpha else None
        F = {l: h0[l]+V[l]+(alpha*(kmat(l, gam)+kf[l]) if alpha else 0.0) for l in ls}
        Fx = {l: X[l].T @ F[l] @ X[l] for l in ls}
        if it == 0:
            pre = {l: 1+abs(np.diag(Fx[l])[:, None]-np.diag(Fx[l])[None]) for l in ls}
        err = []
        for l in ls:
            c = vec[l][:, :len(occ[l])]
            fd = Fx[l] @ ((c*np.array(occ[l], float)) @ c.T)
            err.append(((fd-fd.T)/pre[l]).ravel())
        err = np.concatenate(err)
        if abs(err).max() < tol:
            break
        hist = (hist+[(Fx, err)])[-8:]
        if fprev is not None and it < 4:
            Fin = fprev = {l: 0.5*(Fx[l]+fprev[l]) for l in ls}
        elif len(hist) > 1:
            c = np.linalg.lstsq(np.array([h[1]-err for h in hist[:-1]]).T, -err, rcond=1e-11)[0]
            Fin = {l: Fx[l]+sum(ci*(h[0][l]-Fx[l]) for ci, h in zip(c, hist[:-1])) for l in ls}
        else:
            Fin = Fx
        vec = {l: eigh(Fin[l])[1] for l in ls}
    else:
        raise RuntimeError('SCF not converged')
    sol = {l: eigh(Fx[l]) for l in ls}
    coef = {l: X[l] @ sol[l][1][:, :len(occ[l])] for l in ls}
    return dict(eps={l: sol[l][0] for l in ls}, vec={l: sol[l][1] for l in ls}, coef=coef,
                orbs=orbitals(coef, occ), F=F)

def shift(occ, l, d):
    o = {k: list(v) for k, v in occ.items()}
    o[l][-1] += d
    return o
def localfit(y, x0):
    k = np.searchsorted(r, x0)
    p = Polynomial.fit(r[k-ng:k+ng]-x0, y[k-ng:k+ng], 7)
    return p(0.0), p.deriv(1)(0.0), p.deriv(2)(0.0)
def all_electron(Z, occ):
    h0 = {l: T[l]+loc(l, -Z/r) for l in occ}
    ze = np.maximum(Z/(1+0.53625*r*Z**(1/3)/0.8853)**2, 1.0)
    g = {l: space(T[l]+loc(l, -ze/r), l, 3e5) for l in occ}
    a = scf(h0, {l: g[l][1] for l in occ}, occ, 0, fprev={l: np.diag(g[l][0]) for l in occ}, tol=1e-7)
    X = {l: space(a['F'][l], l, 3e4)[1] for l in occ}
    ref = scf(h0, X, occ, 0)
    X = {l: X[l] @ ref['vec'][l] for l in occ}
    n, dn = dens(ref['orbs'])
    d2n = sum(2*f*((dP[l] @ ref['coef'][l][:, j])**2 + (P[l] @ ref['coef'][l][:, j])*(d2P[l] @ ref['coef'][l][:, j]))
              for l in occ for j, f in enumerate(occ[l]))/(4*np.pi)
    v = 0*r
    for code in ('PBE,', ',PBE'):
        o = xc(code, n, dn, 2)
        v = v + o[1][0] - 2*o[1][1]*(d2n+2*dn/r) - 2*dn**2*o[2][1] - 4*dn**2*d2n*o[2][2]
    vs = -Z/r + hartree(ref['orbs']) + np.where(n > 1e-13, v, 0.0)
    for l in occ:   # pointwise GGA potential against the integrated-by-parts matrix
        c = ref['coef'][l][:, -1]
        assert abs(c @ (T[l]+loc(l, vs)) @ c - ref['eps'][l][len(occ[l])-1]) < 1e-5
    return dict(h0=h0, X=X, ref=ref, vs=vs, hyb=scf(h0, X, occ, AL), cat=scf(h0, X, shift(occ, 1, -1), 0))
def troullier_martins(l, c, eps, vs, rc):
    u0, u, du = spl(rc)[sel[l]] @ c, U[l] @ c, B1[:, sel[l]] @ c
    ins = r < rc
    # log-derivative at rc from the outer integral, stationary against errors of u
    logd = -2*np.sum((w*(0.5*du**2+(l*(l+1)/(2*r*r)+vs-eps)*u*u))[~ins])/u0**2
    assert abs(logd - spl(rc, 1)[sel[l]] @ c/u0) < 1e-2
    V0, V1, V2 = localfit(vs, rc)
    m = l+1
    p1 = logd - m/rc
    p2 = 2*(V0-eps) - 2*m*p1/rc - p1**2
    p3 = 2*V1 + 2*m*p1/rc**2 - 2*m*p2/rc - 2*p1*p2
    p4 = 2*V2 - 4*m*p1/rc**3 + 4*m*p2/rc**2 - 2*m*p3/rc - 2*p2**2 - 2*p1*p3
    rhs = np.array([np.log(abs(u0)/rc**m), p1*rc, p2*rc**2, p3*rc**3, p4*rc**4])
    col = lambda e: np.array([1, e, e*(e-1), e*(e-1)*(e-2), e*(e-1)*(e-2)*(e-3)], float)
    Ai = np.linalg.inv(np.array([col(e) for e in (0, 6, 8, 10, 12)]).T)
    ri = r[ins]
    lognorm = np.log(np.sum((w*u*u)[ins]))
    def poly(a2):
        a = np.zeros(13)
        a[2], a[4] = a2, -a2**2/(2*l+5)
        a[[0, 6, 8, 10, 12]] = Ai @ (rhs-a[2]*col(2)-a[4]*col(4))
        return Polynomial(a/rc**np.arange(13))
    res = lambda a2: logsumexp(2*poly(a2)(ri)+2*m*np.log(ri)+np.log(w[ins])) - lognorm
    gr = np.linspace(-60, 40, 201)
    vals = [res(a) for a in gr]
    k = next(i for i in range(200) if vals[i] > 0 >= vals[i+1])
    p = poly(brentq(res, gr[k], gr[k+1], xtol=1e-13))
    v = vs.copy()
    v[ins] = eps + m*p.deriv(1)(ri)/ri + 0.5*(p.deriv(2)(ri)+p.deriv(1)(ri)**2)
    return v
def slope_diag(F, dH, X, j, d=2e-3):
    return (eigh(X.T @ (F+d*dH) @ X)[0][j]-eigh(X.T @ (F-d*dH) @ X)[0][j])/(2*d)
def dex(res):
    gam = gammas(res['orbs'])
    return sum(0.5*o[1]*(r*o[2]) @ kgrid(o[0], gam) @ (r*o[2]) for o in res['orbs']) - ex_pbe(*dens(res['orbs']))

for l in range(3):   # radial basis against hydrogenic levels
    e = eigh(T[l]+loc(l, -31/r), S[l])[0][:3]
    assert np.allclose(e, -31**2/(2.0*(np.arange(3)+l+1)**2), rtol=1e-6, atol=0)

oSi, oGa = {0: [2, 2, 2], 1: [6, 2]}, {0: [2, 2, 2, 2], 1: [6, 6, 1], 2: [10]}
AE = {14: all_electron(14, oSi), 31: all_electron(31, oGa)}

# Fock and PBE exchange elements against Gaussian integrals, Ga orbitals projected on Gaussians
bas = [[l, [a0*3.0**i, 1.0]] for l, a0, nn in ((0, .03, 12), (1, .03, 9), (2, .1, 6)) for i in range(nn)]
mol = gto.M(atom='Ga 0 0 0', basis={'Ga': bas}, spin=1, verbose=0)
ao = mol.eval_gto('GTOval_sph_deriv1', np.c_[0*r, 0*r, r])
off = {l: np.array([mol.ao_loc_nr()[s] for s in range(mol.nbas) if mol.bas_angular(s) == l]) for l in range(3)}
go, gc = [], []
gaorbs = AE[31]['ref']['orbs']
for (l, f, R, dR) in gaorbs:
    i0, y = off[l]+(2 if l else 0), np.sqrt((2*l+1)/(4*np.pi))
    ch, dch = ao[0][:, i0]/y, ao[3][:, i0]/y
    sg = ch.T @ ((w*r*r)[:, None]*ch)
    assert np.allclose(np.diag(sg), 1, atol=1e-6)
    c = np.linalg.solve(sg, ch.T @ (w*r*r*R))
    go.append((l, f, ch @ c, dch @ c)); gc.append(c)
def gdm(ids):
    dm = np.zeros((mol.nao, mol.nao))
    for i in ids:
        l = go[i][0]
        for m in range(2*l+1):
            dm[np.ix_(off[l]+m, off[l]+m)] += go[i][1]/(2*l+1)*np.outer(gc[i], gc[i])
    return dm
cid = [0, 1, 2, 4, 5, 7]
vk = pscf.hf.dot_eri_dm(mol.intor('int2e', aosym='s8'), gdm(cid), hermi=1)[1]
grids = dft.gen_grid.Grids(mol); grids.atom_grid = {'Ga': (200, 50)}; grids.prune = None; grids.build()
vxg = dft.numint.NumInt().nr_rks(mol, grids, 'PBE,', gdm(range(8)))[2]
ngs, dngs = dens(go); vg = xc('PBE,', ngs, dngs)[1]
cmpk, cmpv = [], []
for i in (3, 6, 7):
    l, f, R, dR = go[i]
    ix = np.ix_(off[l], off[l])
    us = r*gaorbs[i][2]
    cmpk.append([(r*R) @ kgrid(l, gammas([go[j] for j in cid])) @ (r*R), -0.5*gc[i] @ vk[ix] @ gc[i],
                 us @ kgrid(l, gammas([gaorbs[j] for j in cid])) @ us])
    cmpv.append([np.sum(w*r*r*(vg[0]*R*R+4*vg[1]*dngs*R*dR)), gc[i] @ vxg[ix] @ gc[i]])
cmpk, cmpv = np.array(cmpk), np.array(cmpv)
dk, dv = np.max(abs(cmpk[:, 0]-cmpk[:, 1])), np.max(abs(cmpv[:, 0]-cmpv[:, 1]))
print(f'alpha = {AL}; model core radius {RCC} bohr; 1 Ha = {EV:.4f} eV; {nint} knot intervals')
print('Gaussian check, Ga 4s 4p 3d Fock (1s..3d): ' + ' '.join(f'{x*EV:.4f}' for x in cmpk[:, 1]) + ' eV')
print('Gaussian check, Ga 4s 4p 3d <vx[n]>: ' + ' '.join(f'{x*EV:.4f}' for x in cmpv[:, 1]) + ' eV')
print(f'radial vs Gaussian integrals, max dev: Fock {dk*EV:.1e} eV, PBE {dv*EV:.1e} eV')
assert dk < 2e-6 and dv < 2e-5
assert np.all(abs(cmpk[:, 1]/cmpk[:, 2]-1) < 0.25)   # projected orbitals resemble the spline orbitals

systems = [('Si', 14, oSi, {0: 2, 1: 1}, {0: 1.85, 1: 1.85}, {0: '3s', 1: '3p'}),
           ('Ga[d core]', 31, oGa, {0: 3, 1: 2, 2: 1}, {0: 2.15, 1: 2.45}, {0: '4s', 1: '4p'}),
           ('Ga[d val]', 31, oGa, {0: 3, 1: 2, 2: 0}, {0: 2.15, 1: 2.45, 2: 1.85}, {0: '4s', 1: '4p', 2: '3d'})]
dev = dict(tm=[], vx=[], bare=[], scr=[], alp=[], cubic=[])
for name, Z, occ, nc, rc, lab in systems:
    ae = AE[Z]; ref = ae['ref']; ls = sorted(rc)
    rank = [(l, j) for l in sorted(occ) for j in range(len(occ[l]))]
    core = [o for o, (l, j) in zip(ref['orbs'], rank) if j < nc[l]]
    val = [o for o, (l, j) in zip(ref['orbs'], rank) if j >= nc[l]]
    ov = {l: [occ[l][-1]] for l in ls}
    cv = {l: ref['coef'][l][:, nc[l]] for l in ls}
    Kc = {l: kmat(l, gammas(core)) for l in ls}; Kv = {l: kmat(l, gammas(val)) for l in ls}
    Xa = {l: vxmat(l, *dens(core+val)) for l in ls}; Xv = {l: vxmat(l, *dens(val)) for l in ls}
    W = {l: Kc[l]-Xa[l]+Xv[l] for l in ls}
    Hs = {l: T[l]+loc(l, troullier_martins(l, cv[l], ref['eps'][l][nc[l]], ae['vs'], rc[l])) for l in ls}
    sp = {l: space(Hs[l], l, 3e4) for l in ls}
    Xp = {l: sp[l][1] for l in ls}
    pv = orbitals({l: Xp[l][:, :1] for l in ls}, ov)
    n_c, dn_c = dens(core)
    q = np.linalg.solve([[1, RCC**2, RCC**4], [0, 2*RCC, 4*RCC**3], [0, 2, 12*RCC**2]],
                        localfit(np.log(np.maximum(n_c, 1e-300)), RCC))
    ri = np.minimum(r, RCC); nm = np.exp(q[0]+q[1]*ri**2+q[2]*ri**4)
    mc = (np.where(r < RCC, nm, n_c), np.where(r < RCC, nm*(2*q[1]*ri+4*q[2]*ri**3), dn_c))
    hP, hN = [{l: Hs[l]-v[l] for l in ls} for v in (hxc(ls, pv, 0, None), hxc(ls, pv, 0, mc))]
    Pp, Nn = scf(hP, Xp, ov, AL), scf(hN, Xp, ov, AL, extra=mc)
    cP, cN = scf(hP, Xp, shift(ov, 1, -1), 0), scf(hN, Xp, shift(ov, 1, -1), 0, extra=mc)
    Xf = {l: ae['X'][l][:, nc[l]:] for l in ls}
    hl = lambda lam: {l: ae['h0'][l]-lam*AL*W[l] for l in ls}
    Ff = scf(hl(0), Xf, ov, AL, fro=core); Mm = scf(hl(1), Xf, ov, AL, fro=core, start=Ff)
    La = scf(hl(0.45), Xf, ov, AL, fro=core, start=Ff); Lb = scf(hl(0.55), Xf, ov, AL, fro=core, start=La)
    print(f'{name}: rc ' + ', '.join(f'{lab[l]} {rc[l]}' for l in ls)
          + f' bohr; model core charge {np.sum(4*np.pi*w*r*r*mc[0]):.3f} e')
    out = {}
    for i, l in enumerate(ls):
        c, cp = cv[l], Xp[l][:, 0]
        dev['tm'].append(sp[l][0][0]-ref['eps'][l][nc[l]])
        kc, xcv = c @ Kc[l] @ c, c @ (Xa[l]-Xv[l]) @ c
        def excv(d):
            v2 = [(o[0], o[1]+(d if k == i else 0), o[2], o[3]) for k, o in enumerate(val)]
            return ex_pbe(*dens(core+v2)) - ex_pbe(*dens(v2))
        dev['vx'].append((excv(1e-3)-excv(-1e-3))/2e-3 - xcv)
        Kp = kmat(l, gammas(pv)); dHp = Kp-vxmat(l, *dens(pv)); dHn = Kp-vxmat(l, *dens(pv, mc))
        ps = c @ (Kv[l]-Xv[l]) @ c - cp @ dHp @ cp
        dHa = Kc[l]+Kv[l]-Xa[l]
        fd = slope_diag(ref['F'][l], dHa, ae['X'][l], nc[l]) - slope_diag(Hs[l], dHp, Xp[l], 0)
        dev['bare'].append(fd-(kc-xcv+ps))
        g = []
        for d in (0.02, -0.02):
            o2 = shift(ov, l, d); s2 = scf(hl(0.5), Xf, o2, AL, fro=core, start=La)
            g.append(sum(o2[k][0]*s2['coef'][k][:, 0] @ W[k] @ s2['coef'][k][:, 0] for k in ls))
        A, F, M, Pe, Ne = ae['hyb']['eps'][l][nc[l]], Ff['eps'][l][0], Mm['eps'][l][0], Pp['eps'][l][0], Nn['eps'][l][0]
        dev['scr'].append((La['eps'][l][0]-Lb['eps'][l][0])/0.1 - AL*(g[0]-g[1])/0.04)
        dev['cubic'].append(F-M-AL*(g[0]-g[1])/0.04)
        est, ca = AL*(kc-xcv), ae['cat']['eps'][l][nc[l]]
        out[l] = np.array([est, est+AL*ps, F-M, A-Pe, A-Ne])*EV
        t = ' '+lab[l]
        print(f'{t} eps: PBE {ref["eps"][l][nc[l]]*EV:.3f} A {A*EV:.3f} P {Pe*EV:.3f} N {Ne*EV:.3f} eV')
        print(f'{t} <Kc> {kc*EV:.3f} <vx cv> {xcv*EV:.3f} estimate {est*EV:.3f} ps/4 {AL*ps*EV:.3f} bare sum {out[l][1]:.3f} eV')
        print(f'{t} A-F {(A-F)*EV:.3f} F-M {(F-M)*EV:.3f} M-P {(M-Pe)*EV:.3f} D {(A-Pe)*EV:.4f} eV;'
              f' (F-M)/est {(F-M)/est:.2f} est/D {est/(A-Pe):.2f}')
        print(f'{t} NLCC: <Kc>/4 {AL*kc*EV:.3f} bare {AL*(c @ dHa @ c-cp @ dHn @ cp)*EV:.3f} A-N {(A-Ne)*EV:.3f} eV')
        print(f'{t} cation PBE error AE-PP: {(ca-cP["eps"][l][0])*EV:.3f}, with NLCC {(ca-cN["eps"][l][0])*EV:.3f} eV')
    dd = out[1]-out[0]
    print(f' p-s: estimate {dd[0]:.3f} bare sum {dd[1]:.3f} F-M {dd[2]:.3f} D {dd[3]:.3f} A-N {dd[4]:.3f} eV')
    G = lambda k, a, b: (r*r*a[2]*b[2]) @ WG[k] @ (r*r*a[2]*b[2])
    if name == 'Si':
        gs = [G(0, val[0], core[0]), G(0, val[0], core[1]), G(1, val[0], core[2])]
        gp = [G(1, val[1], core[0]), G(1, val[1], core[1]), G(0, val[1], core[2]), G(2, val[1], core[2])]
        assert abs(-sum(gs)-cv[0] @ Kc[0] @ cv[0]) < 1e-9
        assert abs(-(gp[0]/3+gp[1]/3+gp[2]+0.4*gp[3])-cv[1] @ Kc[1] @ cv[1]) < 1e-9
        print(' 3s G0(1s) G0(2s) G1(2p): ' + ' '.join(f'{x*EV:.4f}' for x in gs) + ' eV')
        print(' 3p G1(1s) G1(2s) G0(2p) G2(2p): ' + ' '.join(f'{x*EV:.4f}' for x in gp) + ' eV')
        sl = []
        for h, X, o in ((ae['h0'], ae['X'], occ), (hP, Xp, ov)):
            up, dw = scf(h, X, o, 0.01), scf(h, X, o, -0.01)
            sl.append([(up['eps'][l][len(o[l])-1]-dw['eps'][l][len(o[l])-1])/0.02 for l in ls])
            for l in ls:
                b = (dex(scf(h, X, shift(o, l, 0.02), 0))-dex(scf(h, X, shift(o, l, -0.02), 0)))/0.04
                dev['alp'].append(b-sl[-1][l])
        print(f' SCF slope dD/dalpha / 4: 3s {(sl[0][0]-sl[1][0])*AL*EV:.3f} 3p {(sl[0][1]-sl[1][1])*AL*EV:.3f} eV')
    if name == 'Ga[d core]':
        kd = [cv[l] @ kmat(l, gammas(core[-1:])) @ cv[l] for l in ls]
        assert abs(kd[0]+G(2, val[0], core[-1])) < 1e-9
        print(f' 3d share of <Kc>: 4s {kd[0]*EV:.3f} 4p {kd[1]*EV:.3f} eV')

mx = {k: np.max(np.abs(v)) for k, v in dev.items()}
print('PP minus AE PBE level (eV): ' + ' '.join(f'{x*EV:.1e}' for x in dev['tm']))
print('max dev (eV): ' + ' '.join(f'{k} {v*EV:.1e}' for k, v in mx.items() if k != 'cubic'))
print(f'max |F-M minus midpoint slope| {mx["cubic"]*EV:.1e} eV')
assert mx['tm'] < 2e-5      # pseudo level equals all-electron PBE level
assert mx['vx'] < 1e-6      # PBE core-valence element equals dEx/df at frozen orbitals
assert mx['bare'] < 1e-5    # bare first order equals diagonalization slope
assert mx['scr'] < 2e-5     # screened core-valence slope equals occupation derivative
assert mx['alp'] < 5e-5     # mixing slope equals occupation derivative of Ex_Fock - Ex_PBE
print('success')
```

Running it gives:

```
alpha = 0.25; model core radius 1.2 bohr; 1 Ha = 27.2114 eV; 63 knot intervals
Gaussian check, Ga 4s 4p 3d Fock (1s..3d): -3.0423 -1.3285 -56.8446 eV
Gaussian check, Ga 4s 4p 3d <vx[n]>: -10.2588 -6.5225 -41.9413 eV
radial vs Gaussian integrals, max dev: Fock 1.1e-13 eV, PBE 1.8e-14 eV
Si: rc 3s 1.85, 3p 1.85 bohr; model core charge 5.221 e
 3s eps: PBE -10.768 A -12.226 P -12.192 N -12.130 eV
 3s <Kc> -2.125 <vx cv> -1.587 estimate -0.134 ps/4 0.113 bare sum -0.021 eV
 3s A-F 0.007 F-M -0.080 M-P 0.039 D -0.0338 eV; (F-M)/est 0.60 est/D 3.97
 3s NLCC: <Kc>/4 -0.531 bare -0.195 A-N -0.095 eV
 3s cation PBE error AE-PP: -0.003, with NLCC -0.010 eV
 3p eps: PBE -4.090 A -3.923 P -3.921 N -3.937 eV
 3p <Kc> -1.189 <vx cv> -0.955 estimate -0.059 ps/4 0.071 bare sum 0.012 eV
 3p A-F 0.001 F-M -0.012 M-P 0.010 D -0.0014 eV; (F-M)/est 0.21 est/D 42.53
 3p NLCC: <Kc>/4 -0.297 bare -0.059 A-N 0.014 eV
 3p cation PBE error AE-PP: -0.001, with NLCC -0.007 eV
 p-s: estimate 0.076 bare sum 0.033 F-M 0.068 D 0.032 A-N 0.110 eV
 3s G0(1s) G0(2s) G1(2p): 0.3692 0.7776 0.9779 eV
 3p G1(1s) G1(2s) G0(2p) G2(2p): 0.4259 0.4950 0.6376 0.6121 eV
 SCF slope dD/dalpha / 4: 3s -0.038 3p -0.001 eV
Ga[d core]: rc 4s 2.15, 4p 2.45 bohr; model core charge 16.893 e
 4s eps: PBE -8.710 A -9.819 P -9.883 N -9.640 eV
 4s <Kc> -3.053 <vx cv> -2.793 estimate -0.065 ps/4 0.081 bare sum 0.016 eV
 4s A-F 0.071 F-M -0.039 M-P 0.031 D 0.0636 eV; (F-M)/est 0.60 est/D -1.02
 4s NLCC: <Kc>/4 -0.763 bare -0.502 A-N -0.179 eV
 4s cation PBE error AE-PP: 0.004, with NLCC 0.045 eV
 4p eps: PBE -2.616 A -2.232 P -2.223 N -2.243 eV
 4p <Kc> -1.333 <vx cv> -1.139 estimate -0.049 ps/4 0.039 bare sum -0.009 eV
 4p A-F 0.012 F-M -0.025 M-P 0.004 D -0.0086 eV; (F-M)/est 0.51 est/D 5.64
 4p NLCC: <Kc>/4 -0.333 bare -0.174 A-N 0.011 eV
 4p cation PBE error AE-PP: -0.024, with NLCC 0.029 eV
 p-s: estimate 0.016 bare sum -0.025 F-M 0.014 D -0.072 A-N 0.190 eV
 3d share of <Kc>: 4s -1.259 4p -0.604 eV
Ga[d val]: rc 4s 2.15, 4p 2.45, 3d 1.85 bohr; model core charge 8.888 e
 4s eps: PBE -8.710 A -9.819 P -9.919 N -9.923 eV
 4s <Kc> -1.793 <vx cv> -1.050 estimate -0.186 ps/4 0.264 bare sum 0.078 eV
 4s A-F 0.001 F-M -0.018 M-P 0.116 D 0.0999 eV; (F-M)/est 0.10 est/D -1.86
 4s NLCC: <Kc>/4 -0.448 bare -0.021 A-N 0.104 eV
 4s cation PBE error AE-PP: -0.006, with NLCC -0.000 eV
 4p eps: PBE -2.616 A -2.232 P -2.276 N -2.288 eV
 4p <Kc> -0.729 <vx cv> -0.449 estimate -0.070 ps/4 0.158 bare sum 0.088 eV
 4p A-F -0.000 F-M 0.008 M-P 0.036 D 0.0439 eV; (F-M)/est -0.11 est/D -1.60
 4p NLCC: <Kc>/4 -0.182 bare 0.060 A-N 0.056 eV
 4p cation PBE error AE-PP: -0.003, with NLCC 0.001 eV
 3d eps: PBE -19.774 A -23.394 P -21.690 N -21.030 eV
 3d <Kc> -18.769 <vx cv> -9.630 estimate -2.285 ps/4 -0.113 bare sum -2.397 eV
 3d A-F 0.007 F-M -1.135 M-P -0.576 D -1.7046 eV; (F-M)/est 0.50 est/D 1.34
 3d NLCC: <Kc>/4 -4.692 bare -3.792 A-N -2.364 eV
 3d cation PBE error AE-PP: -0.034, with NLCC -0.035 eV
 p-s: estimate 0.116 bare sum 0.010 F-M 0.026 D -0.056 A-N -0.048 eV
PP minus AE PBE level (eV): 6.0e-09 3.8e-10 5.8e-09 3.5e-10 5.8e-09 3.5e-10 1.1e-08
max dev (eV): tm 1.1e-08 vx 2.4e-08 bare 1.8e-07 scr 1.9e-06 alp 4.0e-05
max |F-M minus midpoint slope| 4.2e-05 eV
success
```
